# Slab permittivity from a sawtooth potential, with and without dipole correction

## Problem

An insulating slab lies normal to $z$ in a periodic cell of length $L$. A sawtooth potential of slope $E_a$ is applied, with its jump in the middle of the vacuum. After self-consistency one reads from the potential the field $E_v$ in the vacuum and the macroscopic field $E_s$ deep inside the slab. The calculation may or may not include a dipole correction, which removes the extra field that the periodic boundary condition imposes on the slab.

Hartree atomic units are used. A "field" is the slope of the potential energy of an electron. Since the electron has charge $-1$, this slope equals the electric field along $z$. All potentials and densities below are changes relative to the run without applied field. The ions are clamped, so the permittivity $\varepsilon$ sought is the electronic one, normal to the layers.

The data come from a model slab of ten layers, 5 bohr apart, with two electrons per layer in a surface cell of 10 bohr². Each layer is a Gaussian well of depth 0.80 hartree and standard deviation 1.00 bohr. The in-plane motion is frozen in a uniform state. The sum of the wells is taken as the self-consistent potential at zero field, and the Hartree potential of the induced density is iterated to self-consistency in a plane-wave basis. The response of exchange and correlation is left out. The applied slope is $E_a=2.0000\times10^{-4}$ a.u. (0.01028 V/Å).

Let $\Delta n(z)$ be the induced electron number density and $p=\int z\,\Delta n\,dz$ its first moment per area. In units of $10^{-4}$ a.u., the runs without correction give

| $L$ (bohr) | $E_v$ | $E_s$ | $p$ |
|---|---|---|---|
| 70 | 3.6799 | 1.3228 | −9.3576 |
| 90 | 3.1011 | 1.1147 | −7.8857 |
| 130 | 2.6518 | 0.9533 | −6.7434 |

With the correction, all three cells give $E_v=2.0000$, $E_s=0.7189$ and $p=-5.0858$ in the same units.

1. Relate $\varepsilon$ to $E_v$ and $E_s$, and say how $E_s$ is to be read from an oscillating potential.
2. Find $E_v$ in terms of $E_a$ for both kinds of run.
3. Derive the formulas that give $\varepsilon$ from $E_a/E_s$, and evaluate them.
4. What results if each formula is used on data of the other kind?
5. How does an error in the slab thickness enter, and can the thickness be avoided?

## Solution

### 1. The ratio of the fields

No free charge sits on the surfaces of the slab, so the normal displacement is continuous. It equals $E_v$ in the vacuum and $\varepsilon E_s$ in the slab, provided that the response is linear and the interior is thick enough to behave like the bulk crystal. Hence

$$\varepsilon=\frac{E_v}{E_s}. \tag{1}$$

This relation is local. It does not ask what produced the field $E_v$, and so it holds for both kinds of run.

Inside the slab the potential change $\Delta v$ oscillates within each layer. In the bulk-like region the microscopic field has the period $a$ of the lattice, so its integral over one period is the same wherever the period begins. The macroscopic field is this integral divided by $a$:

$$E_s=\frac{\Delta v(z+a)-\Delta v(z)}{a}.$$

The tabulated values use the rise of $\Delta v$ between two equivalent points, one layer spacing on either side of the slab centre, divided by $2a$.

For the 70 bohr cell without correction, (1) gives $3.6799/1.3228=2.782$. With correction it gives $2.0000/0.7189=2.782$. The other two cells give the same value to these digits.

The infinite crystal offers a comparison without surfaces. Its static density response at small wave vector, summed over Bloch states in the same layer potential and with the same Hartree response, also gives $\varepsilon=2.782$. Ten layers are therefore enough here for a bulk-like interior.

### 2. The field in the vacuum

The induced charge density is $-\Delta n$, so the induced potential energy obeys

$$v_H''(z)=-4\pi\,\Delta n(z).$$

Take first an isolated slab, with no induced field on its left. One integration gives $v_H'(z)=-4\pi\int_{-\infty}^{z}\Delta n\,dz'$. The induced density integrates to zero, so the field vanishes on the right as well. The potential nevertheless differs between the two sides. With $z_1$ and $z_2$ in the vacuum to the left and right,

$$v_H(z_2)-v_H(z_1)=-4\pi\int_{z_1}^{z_2}\!dz\int_{z_1}^{z}\!\Delta n(z')\,dz'
=-4\pi\int_{z_1}^{z_2}(z_2-z')\,\Delta n(z')\,dz'.$$

The second form follows by exchanging the integrations: each $z'$ is counted for all $z$ between $z'$ and $z_2$. The term with $z_2$ vanishes by neutrality, which leaves a step of $+4\pi p$.

A potential periodic in $L$ cannot keep this step. Poisson's equation permits an added linear function $cz$, and periodicity requires $4\pi p+cL=0$, so $c=-4\pi p/L$. Without correction the vacuum field is therefore

$$E_v=E_a-\frac{4\pi p}{L}. \tag{2}$$

For $E_a>0$ the electron energy rises with $z$, the electrons move towards negative $z$, and $p<0$. The periodic boundary condition thus strengthens the field on the slab. The images do not do so by themselves, since a neutral planar sheet has no field outside. For $L=70$ bohr, in units of $10^{-4}$ a.u.,

$$E_v=2.0000+\frac{4\pi\times9.3576}{70}=2.0000+1.6799=3.6799 .$$

The dipole correction adds a second sawtooth of slope $+4\pi p/L$, with $p$ updated in every cycle. This cancels the slope $c$, and

$$E_v=E_a\qquad\text{(corrected)}. \tag{3}$$

In linear response an uncorrected slab is the same slab in a stronger external field. All its responses grow by the factor $E_v/E_a$, which is 1.840 for $L=70$ bohr; the ratio of the dipoles, $9.3576/5.0858=1.840$, agrees.

The correction has to act during the iteration. If the slope $4\pi p/L$ were added once, to the converged uncorrected potential, the vacuum field would become $E_a$, but the internal field would become $1.3228-1.6799=-0.3571$. It would have the wrong sign, because the density would still be polarized by the larger field.

### 3. The two capacitor formulas

With correction, (1) and (3) give at once

$$\varepsilon=\frac{E_a}{E_s}\qquad\text{(corrected)}. \tag{4}$$

Without correction, $p$ must be eliminated from (2). The macroscopic polarization $P$ satisfies $4\pi P=(\varepsilon-1)E_s=E_v-E_s$. The dipole moment of the slab per area is $-p$, and an electrostatic thickness $d$ is defined by $-p=Pd$, that is,

$$-4\pi p=(E_v-E_s)\,d. \tag{5}$$

In linear response $p$, $E_v$ and $E_s$ scale together, so $d$ is a property of the slab and not of the cell, as long as the densities of neighbouring images do not overlap. Inserting (5) into (2) and multiplying by $L$ gives $E_vL=E_aL+(E_v-E_s)d$, or

$$E_aL=E_s\,d+E_v\,(L-d). \tag{6}$$

This is the voltage balance of two capacitors in series, one filled by the slab and one by the vacuum. The uncorrected run fixes the total voltage $E_aL$, whereas the corrected run fixes the displacement. With $E_v=\varepsilon E_s$ and $R=E_a/E_s$, division of (6) by $E_s$ gives $RL=d+\varepsilon(L-d)$, and therefore

$$\varepsilon=\frac{RL-d}{L-d}\qquad\text{(uncorrected)}. \tag{7}$$

The thickness follows from the corrected data and (5):

$$d=\frac{4\pi\times5.0858}{2.0000-0.7189}=49.89\ \text{bohr}\quad(26.40\ \text{Å}).$$

For $L=70$ bohr without correction, $R=2.0000/1.3228=1.512$. Keeping one more digit, $RL=105.83$ bohr, and (7) gives

$$\varepsilon=\frac{105.83-49.89}{70-49.89}=\frac{55.94}{20.11}=2.782 .$$

Two limits show what (6) contains. For $L\gg d$ the vacuum takes nearly all the voltage, $E_v\to E_a$, and the two kinds of run merge. If $L$ could shrink to $d$, the slab would take all of it, with $E_s\to E_a$ and $R\to1$ whatever the permittivity.

### 4. Each formula on the wrong data

If (4) is applied to an uncorrected run, it returns $R$ in place of $\varepsilon$. From $RL=d+\varepsilon(L-d)$,

$$R=\varepsilon-(\varepsilon-1)\frac{d}{L}. \tag{8}$$

The result is too small, and the error falls only as $1/L$. The three cells give 1.512, 1.794 and 2.098 instead of 2.782. Even in the longest cell, with 80 bohr of vacuum, the value is a quarter too low.

If (7) is applied to a corrected run, $R$ already equals $\varepsilon$, and the formula returns

$$\frac{\varepsilon L-d}{L-d}=\frac{\varepsilon(L-d)+(\varepsilon-1)d}{L-d}=\varepsilon+(\varepsilon-1)\frac{d}{L-d}. \tag{9}$$

This is too large, and it diverges as the vacuum is made thin. The three cells give 7.20, 5.00 and 3.89. For a slab without a built-in dipole, reading $E_v$ decides which formula applies: if it equals the input slope, the run is corrected.

### 5. The thickness

Suppose that a thickness $d'$ is used in (7) in place of $d$. Subtracting 1 from the result gives

$$\varepsilon'-1=\frac{RL-d'-(L-d')}{L-d'}=\frac{L(R-1)}{L-d'}.$$

The same identity with $d$ gives $L(R-1)=(\varepsilon-1)(L-d)$, so

$$\varepsilon'-1=(\varepsilon-1)\,\frac{L-d}{L-d'}. \tag{10}$$

The thickness error is thus measured against the vacuum length, not against the slab. Ten layers times the spacing give $d'=50$ bohr, close to the electrostatic value, and for $L=70$ bohr the result is 2.792. The distance between the centres of the outermost layers, $d'=45$ bohr, is a poorer choice:

$$\varepsilon'=\frac{105.83-45}{70-45}=2.43 ,$$

which is 13% below 2.782.

The thickness can be avoided in two ways. The first is to use (1). The second uses two uncorrected cells with the same slab. By (8), $RL=\varepsilon L-(\varepsilon-1)d$ is a straight line in $L$ with slope $\varepsilon$. For $L=130$ bohr, $RL=272.74$ bohr, so

$$\varepsilon=\frac{272.74-105.83}{130-70}=\frac{166.91}{60}=2.782 .$$

This route needs the internal field alone, but it costs a second calculation.

### Conditions on the field and the slab

The field must be small enough for linear response. Doubling it in the corrected 70 bohr cell leaves the ratio at 2.782.

It must also not draw electrons into the vacuum. Beside the jump, the potential energy in an uncorrected cell lies $E_aL/2$ below its value at the slab centre, which is 0.013 hartree for $L=130$ bohr. The highest occupied level lies 0.41 hartree below the vacuum level at zero field, so the margin is wide. Since the drop grows with $L$, a long cell needs a weaker field. If the lowest state in the vacuum corner fell below the highest occupied level of the slab, the ground state would place charge there, and the slab would no longer be neutral. The zero-point energy lifts this state above the corner itself, but the field also raises the highest occupied level near the face of the slab at larger $z$. Comparing the corner with the zero-field level is therefore only an estimate, and it calls for a wide margin.

For a slab with unequal surfaces, a built-in dipole adds its own field in an uncorrected cell. Formula (7) then needs changes between two runs with different $E_a$, so that $R$ is the change of $E_a$ divided by the change of $E_s$. Relation (1) also holds for the total fields of a single run, provided that the interior has no macroscopic field when the vacuum has none. For a very large $\varepsilon$ the internal field becomes small, and a given absolute error in $E_s$ becomes a large relative error in $\varepsilon$.
